# Finding a Vacancy-Jump Saddle with the Climbing-Image Nudged Elastic Band

## What dimensions and reflection fix

A vacancy moves when a neighbouring ion jumps into it. The jump barrier is the energy of a saddle point measured from the starting well, and an elastic band looks for this saddle with a chain of configurations, called images, joined by springs and stretched between the two wells. If the path bends, the springs pull the chain towards the inside of the bend. Let $\delta$ be the resulting offset at the saddle.

The offset can depend on the spring constant $k$, the stiffness $K$ of the potential across the path, the image spacing $L$, the path curvature $\kappa$, and the magnitude $\omega$ of the negative curvature of the energy along the path. It also depends on the shape of the rest of the path, but when the spacing is fine and the offset small these local quantities dominate. Since $k$, $K$ and $\omega$ are all energies per length squared, in that regime

$$\frac{\delta}{L}\simeq\Phi\!\left(\frac kK,\ \kappa L,\ \frac{\omega}{K}\right).$$

Reflecting the picture across the path's tangent reverses $\delta$ and $\kappa$ together, so $\Phi$ is odd in $\kappa L$. (A path with $\kappa=0$ at the saddle but bent elsewhere is still cut, at higher order in $L$.) Without springs there is no offset. For weak springs and fine spacing the leading form is therefore

$$\delta\simeq B\,\frac{kL^2\kappa}{K},$$

where $B$ may still depend on $\omega/K$. The mechanics below gives $B=1$. A straight path has no such error; a curved one has it for every nonzero $k$ at this order, unless the normal part of the spring force is removed.

## A jump with a gate

Let $x$ be the position of the jumping ion. It passes between two gate ions, each of which moves aside by $u$. With $y=\sqrt2\,u$ we have $dy^2=2\,du^2$, so $dx^2+dy^2$ is the squared displacement of all three ions. In Hartree atomic units the model is

$$V=U(x)+\tfrac12K[y-g(x)]^2,\qquad g=c\left(1-\frac{x^2}{a^2}\right),$$

$$U=U_0\left(1-\frac{x^2}{a^2}\right)^2-fx .$$

Here $f$ is the constant force of an applied field on the ion. The parameters are round and stand for no particular material: $U_0=0.03$ hartree, $a=2.5$ bohr, $c=1$ bohr, $K=0.1$ hartree/bohr² and $f=0.002$ hartree/bohr. For an ion of charge magnitude $2e$ this force means a local field of 0.514 V/nm, about 5 MV/cm, which is comparable to the breakdown fields of many oxide films. "Weak" below means only $fa\ll4U_0$. Other lattice modes, temperature and quantum motion are left out.

The derivatives are

$$V_y=K(y-g),\qquad V_x=U'(x)-K(y-g)g'(x).$$

Where both vanish, the first gives $y=g$, and the second then reduces to

$$U'(x)=-\frac{4U_0x}{a^2}\left(1-\frac{x^2}{a^2}\right)-f=0 .$$

This cubic has three real roots here: two minima with a saddle between them. It provides a reference that owes nothing to any band.

For a weak field the roots can be found by hand. Put $\omega=4U_0/a^2=0.0192$ hartree/bohr². Near $x=0$, $U\simeq U_0-\tfrac12\omega x^2-fx$, which has its maximum at $x_s=-f/\omega=-0.104$ bohr, with the value $U_0+f^2/2\omega$. Near $x=-a$ the curvature is $8U_0/a^2=2\omega$. With $x=-a+\xi$, $U\simeq fa-f\xi+\omega\xi^2$, whose minimum is $fa-f^2/4\omega$. The forward barrier is the difference,

$$E_\rightarrow\simeq U_0-fa+\frac{3f^2}{4\omega}=0.03-0.005+0.00016=0.02516\ \text{hartree}.$$

The cubic gives 0.025157 hartree, or 0.685 eV. For the backward jump the sign of $fa$ changes, and the cubic gives 0.035155 hartree, or 0.957 eV. The field thus favours ion jumps along $f$, and the vacancy drifts the other way.

## One movable image, by hand

Set $f=0$, so that the wells are at $(\pm a,0)$ and the saddle is at $(0,c)$. Put one movable image at $(0,y)$ and join it to both wells by springs of zero natural length. The two springs together exert the force $k[(a,0)+(-a,0)-2(0,y)]=(0,-2ky)$. The potential exerts $(0,K(c-y))$, because $U'(0)=g'(0)=0$. At rest

$$K(c-y)=2ky\quad\Rightarrow\quad y=\frac{K}{K+2k}\,c .$$

For $2k=K$ the gate opens only halfway. The image energy is too high by

$$\tfrac12K(c-y)^2=\tfrac12Kc^2\left(\frac{2k}{K+2k}\right)^2 .$$

A softer spring reduces this error but brings another. Consider the stiffness against a displacement in $x$. The springs contribute $2k$, and the potential contributes

$$V_{xx}=U''+K(g')^2-K(y-g)g''.$$

At $x=0$ we have $U''=-\omega$, $g'=0$, $g''=-2c/a^2$ and $y-g=-(c-y)$, so the total stiffness is

$$2k-\omega-\frac{2Kc(c-y)}{a^2}.$$

The mixed derivative $V_{xy}=-Kg'$ is zero there, so $x$ and $y$ do not mix. As $k\to0$ the first and last terms vanish and $-\omega$ remains: the image slides off the barrier. A stiff spring cuts the corner, and a soft one lets the image fall.

Now split each force along the band direction. The line through the two neighbours is horizontal, so the tangent is $\tau=(1,0)$. Keep only the normal part of the true force and only the tangential part of the spring force. The normal equation becomes $K(c-y)=0$, so $y=c$ for every $k$. For the tangential part use the difference of the two spring lengths. For small $x$ at $y=c$ it is

$$k\left[\sqrt{(a-x)^2+c^2}-\sqrt{(a+x)^2+c^2}\right]\simeq-\frac{2ka}{\sqrt{a^2+c^2}}\,x .$$

This restores $x=0$ for any positive $k$. Both failures are gone, and the image sits on the saddle.

That last agreement is due to symmetry. With a field, the springs still put the image about midway between the ends, while the saddle has moved to $x_s$. To reach it, the image must drop its springs and move uphill along $\tau$ while it moves downhill across $\tau$. For a horizontal tangent its force is then $(+V_x,-V_y)$. With the field on, the line through the two wells tilts by about $1^\circ$, and the general form given below for the climbing image applies.

## The general force

Let $R_i$ be the images, with fixed ends in the two relaxed wells. A simple unit tangent is

$$\tau_i=\frac{R_{i+1}-R_{i-1}}{|R_{i+1}-R_{i-1}|}.$$

The plain band uses

$$F_i^{\rm plain}=-\nabla V(R_i)+k(R_{i+1}-2R_i+R_{i-1}).$$

At rest the gradient equals the spring force. An image is then a stationary point of $V$ only if its spring force happens to vanish.

The nudged elastic band (NEB) uses

$$F_i=-\nabla V+(\nabla V\cdot\tau_i)\tau_i+k\left(|R_{i+1}-R_i|-|R_i-R_{i-1}|\right)\tau_i .$$

The first two terms are normal to $\tau_i$ and the last is parallel to it, so at rest they vanish separately. The lengths become equal, and $\nabla V$ has no normal part. Neither condition contains $k$. The spring constant affects how the band converges, but not the equations that the resting band obeys.

In the limit of fine spacing, $\nabla V$ parallel to the tangent is the condition for a steepest-descent path. The one that joins the wells through the saddle is the minimum-energy path (MEP). Compared with direct integration of steepest descent from the saddle, the largest offset in $y$ is 0.0012 bohr for seven movable images and 0.0003 bohr for fifteen.

The path depends on how lengths are measured, which is why $y$ was scaled. The saddle does not, because $\nabla V=0$ survives any smooth change of coordinates whose inverse is also smooth.

## The size of the corner cut

Take points at equal arc length $L$ along a smooth path with unit normal $n$ pointing to the inside of the bend. Taylor expansion gives

$$R(s\pm L)=R\pm L\tau+\tfrac12L^2\kappa n\pm O(L^3)+O(L^4).$$

In the sum of the two neighbours the odd terms cancel, so the spring force is

$$k[R(s+L)+R(s-L)-2R(s)]=kL^2\kappa\,n+O(kL^4).$$

To isolate its effect, project the true force but keep the full spring force. The resting band is evenly spaced: with $A=R_{i+1}-R_i$ and $D=R_i-R_{i-1}$, the tangential balance is $(A-D)\cdot(A+D)=|A|^2-|D|^2=0$.

At zero field, with an odd number of images, the middle one sits at $x=0$ with a horizontal tangent. The potential pushes it up with $K\delta$, where $\delta=c-y$, and the springs pull it down with $kL^2\kappa$. Here $\kappa$ is the curvature of the displaced band, which tends to that of the MEP for weak springs and fine spacing. To leading order

$$\delta=\frac{kL^2\kappa}{K},$$

so $B=1$, and $\omega/K$ enters only through the MEP curvature.

To find that curvature, use coordinates $s$ along the unstable mode and $n$ across it, measured from the saddle, where the energy is $V_{\rm sad}$. Subscripts $s$ and $n$ on $V$ denote derivatives:

$$V-V_{\rm sad}=\tfrac12\lambda_\parallel s^2+\tfrac12\lambda_\perp n^2+\tfrac12Ts^2n+\dots,\qquad T=V_{ssn},$$

with $\lambda_\parallel<0<\lambda_\perp$. The path is $n=\tfrac12qs^2$ to leading order, and steepest descent requires $dn/ds=V_n/V_s$. To the order needed, $V_n=\tfrac12(\lambda_\perp q+T)s^2$ and $V_s=\lambda_\parallel s$. The other cubic terms affect only higher orders. Hence

$$qs=\frac{(\lambda_\perp q+T)s}{2\lambda_\parallel}
\quad\Rightarrow\quad q=-\frac{T}{\lambda_\perp-2\lambda_\parallel},\qquad \kappa=|q| .$$

For the model at $f=0$, $\lambda_\parallel=-\omega$, $\lambda_\perp=K$ and $T=-Kg''=2Kc/a^2$. Therefore

$$\kappa=\frac{2c/a^2}{1+2\omega/K}=\frac{0.32}{1.384}=0.2312\ \text{bohr}^{-1}.$$

Integration of the path gives 0.2313 bohr⁻¹. The valley floor $y=g(x)$ has the larger curvature $2c/a^2$ at its top. The MEP approaches it there only when the gate is stiff, $K\gg2\omega$.

With $k=0.02$ hartree/bohr² and seven images, $L=0.688$ bohr, and the law predicts

$$\delta=\frac{0.02}{0.1}\,(0.688)^2(0.2312)=0.0219\ \text{bohr}.$$

The band gives 0.0226 bohr. With fifteen images, $L=0.346$ bohr, and the values are 0.00553 and 0.00557 bohr. The law's shortfall, relative to the band, falls from about 3% to 0.8%.

The opposite limit is $k\to\infty$. The true force is then negligible beside any remaining spring force, so the latter must vanish and the band becomes the straight chord $y=0$. At zero field the energy on it is

$$V(x,0)=\left(U_0+\tfrac12Kc^2\right)\left(1-\frac{x^2}{a^2}\right)^2 .$$

The gate never opens, and the apparent barrier is $U_0+\tfrac12Kc^2=0.08$ hartree instead of 0.03. The offset thus saturates at $c$, whereas the weak-spring law would grow without limit.

A continuous path that cuts the corner cannot give too low a peak in this model. Every path between the wells crosses $x=x_s$, and there $V=U(x_s)+\tfrac12K(y-g)^2\ge V_{\rm sad}$. The excess at the crossing is $\tfrac12K\delta^2$, with $\delta=g(x_s)-y$. The peak of the path is at least that high. Individual images can still lie lower, because they may miss the peak.

## Separating the two failures

Return to the field $f=0.002$ hartree/bohr and use seven movable images. The table gives the height of the highest image above the left well, in hartree; the true barrier is 0.025157. "Full spring" means that the true force is projected and the spring force is not.

| $k$ (hartree/bohr²) | plain | full spring | NEB |
|---|---:|---:|---:|
| 0.005 | 0.00587 | 0.02487 | 0.02487 |
| 0.05 | 0.02520 | 0.02503 | 0.02487 |
| 0.5 | 0.03401 | 0.03311 | 0.02487 |

At $k=0.005$ the plain band finds less than a quarter of the barrier. The gradient on its top image is 0.01625 hartree/bohr. To balance it, the spring vectors on the two sides must differ by $0.01625/0.005=3.25$ bohr, a large part of the whole jump. The images have slid into the wells and left a gap of 3.78 bohr. This resting state, reached from a straight start, is not unique: other starts end at slightly different heights, all near 0.006 hartree.

The unprojected true force is the cause. If it is kept in full while the spring force is projected, the highest image is still only at 0.00671 hartree. If the true force is projected and the spring force is kept in full, the images stay on the barrier.

At $k=0.5$ the plain band overestimates the barrier by 35%. The full-spring band, which cannot slide, is also too high, and its offset at $x_s$ is 0.405 bohr. This gives $\tfrac12K\delta^2=0.00818$ hartree, against a measured path excess of 0.00819 hartree. With the same projection of the true force, the NEB offset has magnitude 0.00003 bohr. At rest, the conditions on these two bands differ only in the normal part of the spring force.

The middle row needs care. At $k=0.05$ the plain band gives 0.02520 hartree, closer to the true barrier than the NEB without climbing. Yet its top image has a gradient of 0.0158 hartree/bohr and is not a saddle. Between a value that is too low at soft springs and one that is too high at stiff springs, a nearly correct height can occur by accident. Without the answer in hand, a single height does not reveal this. The gradient at least shows that the image is not at the saddle.

The NEB heights agree for all three $k$, as the separated equations require, but lie 1.2% below the barrier because no image is exactly at the top. With four movable images the height is 0.02384 hartree, 5% too low. What remains is a sampling error, and climbing removes it.

## The climbing image

The highest image of a roughly relaxed NEB is given the force

$$F_{\rm climb}=-\nabla V+2(\nabla V\cdot\tau)\tau=-(1-2\tau\tau^{T})\nabla V .$$

The matrix $1-2\tau\tau^T$ is a reflection, and its square is the identity. It is therefore invertible, and $F_{\rm climb}=0$ exactly when $\nabla V=0$. Neither $k$ nor the tangent rule can shift this condition.

They can affect whether the image gets there. Linearize about the saddle, with Hessian $H$. A change of $\tau$ multiplies $\nabla V=0$ and has no first-order effect, so $\delta F=J\,\delta R$ with

$$J=-(1-2\tau\tau^T)H .$$

In two dimensions let $H$ have eigenvalues $\lambda_1<0<\lambda_2$, and let $\tau$ make an angle $\theta$ with the unstable mode. Since the reflection has determinant $-1$,

$$\det J=-\lambda_1\lambda_2>0 .$$

The trace is

$$\operatorname{tr}J=-\left[\lambda_1+\lambda_2-2(\lambda_1\cos^2\theta+\lambda_2\sin^2\theta)\right]=-(\lambda_2-\lambda_1)\cos2\theta .$$

A $2\times2$ matrix with positive determinant has both eigenvalues in the left half-plane exactly when its trace is negative. The saddle therefore attracts the image when $\theta<45^\circ$ and repels it when $\theta>45^\circ$. Near $45^\circ$ the eigenvalues are complex, with real part $\tfrac12\operatorname{tr}J$. With $\lambda_1=-0.0191$ and $\lambda_2=0.1001$ hartree/bohr², this is

$$-\tfrac12(0.1192)\cos88^\circ=-0.0021\ \text{hartree/bohr}^2$$

at $44^\circ$, and the opposite value at $46^\circ$. Finite differences of the force confirm both. At a minimum $\lambda_1\lambda_2>0$, so $\det J<0$ and one direction grows: a climbing image does not settle in a well.

The $45^\circ$ limit is derived here for two dimensions. In more dimensions a tangent exactly along the unstable mode is sufficient at a saddle with one negative eigenvalue, because $J$ then has the eigenvalues $\lambda_1,-\lambda_2,-\lambda_3,\dots$, all negative.

## The procedure and its result

1. Relax both end points, and place images on a line between them.
2. Move each image by $R_i\leftarrow R_i+\alpha F_i$ with the NEB force until the band is roughly relaxed. The step $\alpha$ must be small enough that every linearized eigenvalue $\mu$ of the force obeys $|1+\alpha\mu|<1$.
3. Choose the highest image and give it $F_{\rm climb}$. The other images keep the NEB force.
4. Continue until all forces are below the tolerance.
5. Check that the gradient vanishes at the climbing image, that the Hessian has one negative eigenvalue, and that descent on the two sides leads to the two intended wells.

The last check matters because a vanishing gradient alone does not identify the jump. If a path crosses several saddles, one climbing image locates at most one of them.

For the model, the climbing image comes to rest at $(-0.1043,\,0.9983)$ bohr with a barrier of 0.025157 hartree. Five runs were compared with the cubic: three spring constants spanning a factor of 100, a tangent directed towards the higher neighbour and blended at energy extrema, and a band of only four movable images. The largest position error was $5\times10^{-7}$ bohr.

## Computed results

```
U0: 0.030 hartree
a: 2.50 bohr
c: 1.00 bohr
K: 0.100 hartree/bohr^2
f: 0.0020 hartree/bohr
field if ion charge magnitude is 2 e: 0.514 V/nm
left minimum from cubic (x, y): -2.44619, 0.04258 bohr
saddle from cubic (x, y): -0.10435, 0.99826 bohr
right minimum from cubic (x, y): 2.55054, -0.04084 bohr
exact forward barrier: 0.025157 hartree
exact forward barrier: 0.6846 eV
exact backward barrier: 0.035155 hartree
exact backward barrier: 0.9566 eV
climbing image, k=0.05 (x, y): -0.10435, 0.99826 bohr
climbing-image barrier: 0.025157 hartree
largest saddle error in five climbing runs: 5.2e-07 bohr
Hessian eigenvalues at saddle: -0.01908, 0.10009 hartree/bohr^2
four-image NEB barrier without climbing: 0.023835 hartree
climbing growth rate, tangent off by 44 deg: -0.002080 hartree/bohr^2
climbing growth rate, tangent off by 46 deg: 0.002080 hartree/bohr^2
NEB largest y offset from MEP, 7 images: 0.00117 bohr
NEB largest y offset from MEP, 15 images: 0.00032 bohr
k=0.005 hartree/bohr^2, highest image: plain 0.005867, full spring 0.024866, NEB 0.024865 hartree
  plain band: largest gap 3.7828 bohr, top movable image gradient 0.016253 hartree/bohr
  y offset below saddle: full spring 0.00557, NEB -0.00003 bohr
k=0.05 hartree/bohr^2, highest image: plain 0.025201, full spring 0.025026, NEB 0.024865 hartree
  plain band: largest gap 1.2259 bohr, top movable image gradient 0.015758 hartree/bohr
  y offset below saddle: full spring 0.05664, NEB -0.00003 bohr
  full-spring path peak above saddle: 0.000160; K delta^2/2: 0.000160 hartree
k=0.5 hartree/bohr^2, highest image: plain 0.034006, full spring 0.033107, NEB 0.024865 hartree
  plain band: largest gap 0.7067 bohr, top movable image gradient 0.043532 hartree/bohr
  y offset below saddle: full spring 0.40453, NEB -0.00003 bohr
  full-spring path peak above saddle: 0.008191; K delta^2/2: 0.008182 hartree
k=0.005, full true force but projected spring: highest image: 0.006705 hartree
zero-field MEP curvature, formula: 0.23121 1/bohr
zero-field MEP curvature, integrated: 0.23133 1/bohr
zero field, k=0.02, 7 images: L 0.6878, cut 0.022574, law 0.021879 bohr
zero field, k=0.02, 15 images: L 0.3458, cut 0.005574, law 0.005528 bohr
```
